# Pressure derivative of the bulk modulus from third-order elastic constants: a program that tests the result

```python
# Result under test, for a cubic crystal with a stress-free reference state:
#     dB/dP at P = 0  equals  -(C111 + 6 C112 + 2 C123) / (9 B)
# B: bulk modulus, P: pressure, Cij and Cijk: second and third derivatives of
# the energy per reference volume with respect to Lagrangian strain eta.
# K denotes C111 + 6 C112 + 2 C123.
# Test crystal: diamond structure with Morse bonds and angular forces, in
# Hartree atomic units. Its constants come from separate strain derivatives,
# its dB/dP from the energy as a function of volume.
from itertools import combinations, product
from mpmath import mp, mpf, diff, exp, sqrt

mp.dps = 30

bond_length = mpf(4)            # bohr
morse_depth = mpf(1) / 10       # hartree
morse_decay = mpf(3) / 4        # 1/bohr
angle_stiffness = mpf(1) / 50   # hartree
SIGNS = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]


def energy_density(eta, shift=(0, 0, 0)):
    """Energy per reference volume; shift displaces one sublattice (bohr)."""
    metric = [[(1 if i == j else 0) + 2 * eta[i][j] for j in range(3)]
              for i in range(3)]

    def dot(p, q):
        return sum(p[i] * metric[i][j] * q[j]
                   for i, j in product(range(3), repeat=2))

    edge = bond_length / sqrt(mpf(3))
    bonds = [[edge * s[i] + shift[i] for i in range(3)] for s in SIGNS]
    lengths = [sqrt(dot(b, b)) for b in bonds]
    energy = sum(morse_depth
                 * (1 - exp(-morse_decay * (r - bond_length)))**2
                 for r in lengths)
    for m, n in combinations(range(4), 2):
        cosine = dot(bonds[m], bonds[n]) / (lengths[m] * lengths[n])
        # the same angle occurs at both atoms of the primitive cell
        energy += 2 * angle_stiffness * (cosine + mpf(1) / 3)**2
    cell_volume = 16 * bond_length**3 / (3 * sqrt(mpf(3)))
    return energy / cell_volume


def diagonal(x, y, z):
    return [[x, 0, 0], [0, y, 0], [0, 0, z]]


def u_lagrange(x, y, z):
    return energy_density(diagonal(x, y, z))


def u_stretch(x, y, z):
    return u_lagrange(x + x * x / 2, y + y * y / 2, z + z * z / 2)


def derivative(function, orders):
    return diff(function, (mpf(0), mpf(0), mpf(0)), orders)


def close(value, target, tolerance):
    return abs(value - target) <= tolerance * abs(target)


# Elastic constants from separate strain derivatives
stress = derivative(u_lagrange, (1, 0, 0))
c11 = derivative(u_lagrange, (2, 0, 0))
c12 = derivative(u_lagrange, (1, 1, 0))
c111 = derivative(u_lagrange, (3, 0, 0))
c112 = derivative(u_lagrange, (2, 1, 0))
c122 = derivative(u_lagrange, (1, 2, 0))
c123 = derivative(u_lagrange, (1, 1, 1))
bulk = (c11 + 2 * c12) / 3
k_sum = c111 + 6 * c112 + 2 * c123
slope_formula = -k_sum / (9 * bulk)
assert abs(stress) < mpf(10)**-15
assert close(c112, c122, mpf(10)**-10)


# Pressure and bulk modulus from the energy as a function of volume
def u_volume(v):
    e = (v**(mpf(2) / 3) - 1) / 2
    return u_lagrange(e, e, e)


def pressure(v):
    return -diff(u_volume, v)


def bulk_modulus(v):
    return v * diff(u_volume, v, 2)


step = mpf(10)**-5
v_plus = (1 + 2 * step)**(mpf(3) / 2)
v_minus = (1 - 2 * step)**(mpf(3) / 2)
dp_de = (pressure(v_plus) - pressure(v_minus)) / (2 * step)
db_de = (bulk_modulus(v_plus) - bulk_modulus(v_minus)) / (2 * step)
slope_volume = db_de / dp_de
slope_bond = 1 + morse_decay * bond_length

# Finite-difference error is of order step**2 times a modest factor
assert close(bulk_modulus(mpf(1)), bulk, mpf(10)**-10)
assert close(dp_de, -3 * bulk, mpf(10)**-7)
assert close(db_de, k_sum / 3, mpf(10)**-7)
assert close(slope_volume, slope_formula, mpf(10)**-7)
assert close(slope_bond, slope_volume, mpf(10)**-7)

# Third derivatives with respect to stretch give a value too small by one
k_stretch = (derivative(u_stretch, (3, 0, 0))
             + 6 * derivative(u_stretch, (2, 1, 0))
             + 2 * derivative(u_stretch, (1, 1, 1)))
slope_stretch = -k_stretch / (9 * bulk)
assert close(slope_stretch, slope_volume - 1, mpf(10)**-7)


# Force between sublattices: absent for normal strain, present for shear
def sublattice_force(eta):
    cell_volume = 16 * bond_length**3 / (3 * sqrt(mpf(3)))
    parts = []
    for axis in range(3):
        def along(t, axis=axis):
            shift = [mpf(0)] * 3
            shift[axis] = t
            return energy_density(eta, shift)
        parts.append(-cell_volume * diff(along, mpf(0)))
    return sqrt(sum(f * f for f in parts))


normal_strain = diagonal(mpf(2) / 100, -mpf(1) / 100, mpf(3) / 100)
shear = mpf(1) / 100
shear_strain = [[0, 0, 0], [0, 0, shear], [0, shear, 0]]
force_normal = sublattice_force(normal_strain)
force_shear = sublattice_force(shear_strain)
assert force_normal < mpf(10)**-15
assert force_shear > mpf(10)**-4

# Silicon: rough measured sizes to two figures (inputs, GPa)
si_c111, si_c112, si_c123, si_bulk = -830.0, -450.0, -64.0, 98.0
half_units = (5.0, 5.0, 0.5, 0.5)   # half a unit of the last figure kept


def pressure_slope(a, b, c, modulus):
    return -(a + 6 * b + 2 * c) / (9 * modulus)


si_k = si_c111 + 6 * si_c112 + 2 * si_c123
si_slope = pressure_slope(si_c111, si_c112, si_c123, si_bulk)
corners = [pressure_slope(*(x + s * h for x, s, h in zip(
    (si_c111, si_c112, si_c123, si_bulk), signs, half_units)))
    for signs in product((-1, 1), repeat=4)]
si_low, si_high = min(corners), max(corners)
assert si_low < 4.2 < si_high


def show(label, value, unit, digits=4):
    print(f"{label}: {float(value):.{digits}f} {unit}".rstrip())


print("MODEL DIAMOND CRYSTAL (round parameters)")
show("bond length r0", bond_length, "bohr", 2)
show("Morse depth", morse_depth, "hartree", 2)
show("Morse decay constant a", morse_decay, "1/bohr", 2)
show("angle stiffness", angle_stiffness, "hartree", 2)
milli = "1e-3 hartree/bohr^3"
for name, value in (("C11", c11), ("C12", c12), ("B", bulk),
                    ("C111", c111), ("C112", c112), ("C123", c123),
                    ("K = C111+6C112+2C123", k_sum),
                    ("dP/de from volume curve", dp_de),
                    ("-3B", -3 * bulk),
                    ("dB/de from volume curve", db_de),
                    ("K/3", k_sum / 3)):
    show(name, 1000 * value, milli)
show("dB/dP from elastic constants", slope_formula, "(dimensionless)", 6)
show("dB/dP from volume curve", slope_volume, "(dimensionless)", 6)
show("dB/dP from 1 + a r0", slope_bond, "(dimensionless)", 6)
show("wrong value, stretch derivatives", slope_stretch,
     "(dimensionless)", 6)
print("normal strains used: 0.02, -0.01, 0.03; shear eta_yz: 0.01")
print(f"sublattice force, normal strain: {float(force_normal):.1e}"
      " hartree/bohr")
print(f"sublattice force, shear strain: {float(force_shear):.3e}"
      " hartree/bohr")
print("SILICON (rough measured inputs, two figures)")
show("C111", si_c111, "GPa", 0)
show("C112", si_c112, "GPa", 0)
show("C123", si_c123, "GPa", 0)
show("B", si_bulk, "GPa", 0)
show("6 C112", 6 * si_c112, "GPa", 0)
show("2 C123", 2 * si_c123, "GPa", 0)
show("K", si_k, "GPa", 0)
show("9 B", 9 * si_bulk, "GPa", 0)
show("share of 6 C112 in K", 100 * 6 * si_c112 / si_k, "percent", 0)
show("dB/dP", si_slope, "(dimensionless)", 2)
show("lowest dB/dP allowed by rounding", si_low, "(dimensionless)", 2)
show("highest dB/dP allowed by rounding", si_high, "(dimensionless)", 2)
show("linear estimate of B at 1 GPa", si_bulk + si_slope, "GPa", 0)
print("PASS")
```

Output:

```
MODEL DIAMOND CRYSTAL (round parameters)
bond length r0: 4.00 bohr
Morse depth: 0.10 hartree
Morse decay constant a: 0.75 1/bohr
angle stiffness: 0.02 hartree
C11: 5.0217 1e-3 hartree/bohr^3
C12: 3.5784 1e-3 hartree/bohr^3
B: 4.0595 1e-3 hartree/bohr^3
C111: -20.0870 1e-3 hartree/bohr^3
C112: -16.2380 1e-3 hartree/bohr^3
C123: -14.3135 1e-3 hartree/bohr^3
K = C111+6C112+2C123: -146.1418 1e-3 hartree/bohr^3
dP/de from volume curve: -12.1785 1e-3 hartree/bohr^3
-3B: -12.1785 1e-3 hartree/bohr^3
dB/de from volume curve: -48.7139 1e-3 hartree/bohr^3
K/3: -48.7139 1e-3 hartree/bohr^3
dB/dP from elastic constants: 4.000000 (dimensionless)
dB/dP from volume curve: 4.000000 (dimensionless)
dB/dP from 1 + a r0: 4.000000 (dimensionless)
wrong value, stretch derivatives: 3.000000 (dimensionless)
normal strains used: 0.02, -0.01, 0.03; shear eta_yz: 0.01
sublattice force, normal strain: 0.0e+00 hartree/bohr
sublattice force, shear strain: 6.387e-03 hartree/bohr
SILICON (rough measured inputs, two figures)
C111: -830 GPa
C112: -450 GPa
C123: -64 GPa
B: 98 GPa
6 C112: -2700 GPa
2 C123: -128 GPa
K: -3658 GPa
9 B: 882 GPa
share of 6 C112 in K: 74 percent
dB/dP: 4.15 (dimensionless)
lowest dB/dP allowed by rounding: 4.09 (dimensionless)
highest dB/dP allowed by rounding: 4.21 (dimensionless)
linear estimate of B at 1 GPa: 102 GPa
PASS
```
